# Intrinsic carrier density and mass-action law in two dimensions: verification in Python

```python
"""Intrinsic carrier density and mass-action law of a 2D semiconductor.

Result under test, for parabolic bands and areal densities n (electrons), p (holes):
    N_b = g_b m_b kT / (2 pi hbar^2),  b = c (conduction), v (valence)
    exact law:       (exp(n/N_c) - 1) (exp(p/N_v) - 1) = exp(-E_g/kT)
    nondegenerate:   n p = n_i^2,  n_i = sqrt(N_c N_v) exp(-E_g/(2 kT))
g_b: spin times valley degeneracy; m_b = sqrt(m_x m_y); E_g: gap; mu: Fermi level.
The reference densities are explicit sums over wavevectors of a periodic box.
Internal units: eV, nm, electron masses; the energy zero is midgap.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

K_B = const.k / const.e                                  # eV/K
HBAR2_OVER_ME = const.hbar**2 / (const.m_e * const.e) * 1e18  # eV nm^2
PER_CM2 = 1e14                                           # nm^-2 to cm^-2
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9

temperature = 300.0
gap = 1.0
mass_cx, mass_cy, g_c = 0.2, 0.8, 4
mass_vx, mass_vy, g_v = 0.6, 0.6, 2
box_length = 100.0
kT = K_B * temperature

# Allowed wavevectors of the periodic box and kinetic energies of both bands
k_axis = 2 * np.pi / box_length * np.arange(-120, 121)
kx, ky = np.meshgrid(k_axis, k_axis, indexing="ij")
kinetic_c = 0.5 * HBAR2_OVER_ME * (kx**2 / mass_cx + ky**2 / mass_cy)
kinetic_v = 0.5 * HBAR2_OVER_ME * (kx**2 / mass_vx + ky**2 / mass_vy)


def summed_densities(mu, e_gap, thermal):
    """Electron and hole densities (nm^-2) by explicit state sums."""
    electron_occupation = expit(-(e_gap / 2 + kinetic_c - mu) / thermal)
    hole_occupation = expit((-e_gap / 2 - kinetic_v - mu) / thermal)
    area = box_length**2
    return (g_c * electron_occupation.sum() / area,
            g_v * hole_occupation.sum() / area)


def solve_neutrality(donors, e_gap, thermal):
    """Find mu from n = p + donors; return mu, n, p."""
    def imbalance(mu):
        n, p = summed_densities(mu, e_gap, thermal)
        return np.log(n / (p + donors))
    edge = e_gap / 2 + 0.3
    mu = brentq(imbalance, -edge, edge, xtol=1e-14)
    return (mu, *summed_densities(mu, e_gap, thermal))


def effective_density(degeneracy, mass, thermal):
    return degeneracy * mass * thermal / (2 * np.pi * HBAR2_OVER_ME)


mass_c = np.sqrt(mass_cx * mass_cy)
mass_v = np.sqrt(mass_vx * mass_vy)
N_c = effective_density(g_c, mass_c, kT)
N_v = effective_density(g_v, mass_v, kT)
n_i = np.sqrt(N_c * N_v) * np.exp(-gap / (2 * kT))
mu_i = 0.5 * kT * np.log(N_v / N_c)

# Logarithmic density formulas, from dilute to degenerate filling of each band
worst_log = 0.0
for mu in (-0.58, -0.45, 0.0, 0.3, 0.5, 0.58):
    n, p = summed_densities(mu, gap, kT)
    n_log = N_c * np.log1p(np.exp((mu - gap / 2) / kT))
    p_log = N_v * np.log1p(np.exp((-gap / 2 - mu) / kT))
    worst_log = max(worst_log, abs(n / n_log - 1), abs(p / p_log - 1))
assert worst_log < 1e-8

# Intrinsic density and Fermi level from numerical neutrality
mu_sum, n_sum, p_sum = solve_neutrality(0.0, gap, kT)
assert abs(n_sum / n_i - 1) < 1e-7
assert abs(mu_sum - mu_i) < 1e-8

# Doping series: exact law, and error bound of the mass-action law
doping_rows = []
worst_exact_law = 0.0
for donors_cm2 in (1e10, 1e11, 1e12, 1e13, 3e13):
    mu, n, p = solve_neutrality(donors_cm2 / PER_CM2, gap, kT)
    exact_product = np.expm1(n / N_c) * np.expm1(p / N_v)
    worst_exact_law = max(worst_exact_law,
                          abs(exact_product * np.exp(gap / kT) - 1))
    ratio = n * p / n_i**2
    bound = 0.5 * (n / N_c + p / N_v)
    assert 0 < 1 - ratio < bound
    doping_rows.append((donors_cm2, mu, n / N_c, p, ratio, bound))
assert worst_exact_law < 1e-8

# Weak doping, comparable with the intrinsic density
weak_donors = 1.5 * n_i
_, n_weak, p_weak = solve_neutrality(weak_donors, gap, kT)
n_quadratic = weak_donors / 2 + np.sqrt(weak_donors**2 / 4 + n_i**2)
assert abs(n_weak / n_quadratic - 1) < 1e-6
assert abs(p_weak * n_quadratic / n_i**2 - 1) < 1e-6

# Temperature slope at fixed gap; central difference in 1/kT
beta = 1 / kT
step = 0.01 * beta
n_cold = solve_neutrality(0.0, gap, 1 / (beta + step))[1]
n_warm = solve_neutrality(0.0, gap, 1 / (beta - step))[1]
activation = -(np.log(n_cold) - np.log(n_warm)) / (2 * step)
assert abs(activation - (gap / 2 + kT)) < 5e-6  # difference error about 1e-6

# Environment that narrows the gap and leaves the masses unchanged
gap_reduction = 0.1
n_screened = solve_neutrality(0.0, gap - gap_reduction, kT)[1]
environment_factor = n_screened / n_sum
assert abs(environment_factor / np.exp(gap_reduction / (2 * kT)) - 1) < 1e-6

# Narrow gap: first degeneracy correction to the neutral density
narrow_gap = 0.1
n_narrow = solve_neutrality(0.0, narrow_gap, kT)[1]
n_i_narrow = np.sqrt(N_c * N_v) * np.exp(-narrow_gap / (2 * kT))
first_deficit = n_i_narrow * (1 / N_c + 1 / N_v) / 4
narrow_ratio = n_narrow / n_i_narrow
# The neglected term is of second order in the deficit
assert abs(narrow_ratio - (1 - first_deficit)) < 2 * first_deficit**2

# Symmetric massive-Dirac bands with edge mass mass_c; midgap Fermi level
half_gap = gap / 2
velocity_sq = half_gap * HBAR2_OVER_ME / mass_c  # (hbar v)^2 in eV^2 nm^2


def dirac_integrand(k):
    energy = np.sqrt(half_gap**2 + velocity_sq * k**2)
    # Fermi function times exp(half_gap/kT), to keep numbers of order one
    boltzmann = np.exp(-(energy - half_gap) / kT)
    return g_c * k / (2 * np.pi) * boltzmann / (1 + np.exp(-energy / kT))


dirac_integral = quad(dirac_integrand, 0, 8, epsabs=1e-13, epsrel=1e-11,
                      limit=200)[0]
dirac_factor = dirac_integral / N_c
assert abs(dirac_factor - (1 + 2 * kT / gap)) < 1e-7

print(f"temperature: {temperature:.0f} K; kT = {kT:.6f} eV")
print(f"gap: {gap:.2f} eV; gap/kT = {gap/kT:.4f}")
print(f"electron masses x, y: {mass_cx}, {mass_cy} m_e; g_c = {g_c}")
print(f"hole masses x, y: {mass_vx}, {mass_vy} m_e; g_v = {g_v}")
print(f"density-of-states masses c, v: {mass_c:.4f}, {mass_v:.4f} m_e")
print(f"hbar^2/m_e: {HBAR2_OVER_ME:.6f} eV nm^2")
print(f"density of states c: {N_c/kT*PER_CM2:.4e} per eV cm^2")
print(f"density of states v: {N_v/kT*PER_CM2:.4e} per eV cm^2")
print(f"N_c: {N_c*PER_CM2:.4e} cm^-2")
print(f"N_v: {N_v*PER_CM2:.4e} cm^-2")
print(f"sqrt(N_c N_v): {np.sqrt(N_c*N_v)*PER_CM2:.4e} cm^-2")
print(f"exp(-gap/2kT): {np.exp(-gap/(2*kT)):.4e}")
print(f"n_i, formula: {n_i*PER_CM2:.4e} cm^-2")
print(f"n_i, formula: {n_i*BOHR_NM**2:.4e} bohr^-2")
print(f"neutral density, state sum: {n_sum*PER_CM2:.4e} cm^-2")
print(f"n_i^2: {(n_i*PER_CM2)**2:.4e} cm^-4")
print(f"mean electrons in 1 square micrometre: {n_i*1e6:.4e}")
print(f"mu_i above midgap, formula: {mu_i*1e3:.4f} meV")
print(f"mu_i above midgap, state sum: {mu_sum*1e3:.4f} meV")
print(f"state-sum box side: {box_length:.0f} nm")
print(f"largest relative error, log formulas: {worst_log:.1e}")
print(f"largest relative error, exact law: {worst_exact_law:.1e}")
print("donors (cm^-2), mu-midgap (eV), n/N_c, p (cm^-2), np/n_i^2, bound")
for donors_cm2, mu, filling, p, ratio, bound in doping_rows:
    print(f"  {donors_cm2:.0e}  {mu:.4f}  {filling:.5f}  "
          f"{p*PER_CM2:.4e}  {ratio:.5f}  {bound:.5f}")
print("(bound = upper bound on 1 - np/n_i^2)")
print(f"weak donors, 1.5 n_i: {weak_donors*PER_CM2:.4e} cm^-2")
print(f"  n: {n_weak*PER_CM2:.4e} cm^-2; p: {p_weak*PER_CM2:.4e} cm^-2")
print(f"activation energy, state sum: {activation:.5f} eV")
print(f"gap/2 + kT: {gap/2+kT:.5f} eV")
print(f"gap reduction by environment: {gap_reduction:.2f} eV")
print(f"  neutral density rises by factor: {environment_factor:.4f}")
print(f"  new neutral density: {n_screened*PER_CM2:.4e} cm^-2")
print(f"narrow gap: {narrow_gap:.2f} eV")
print(f"  n_i, formula: {n_i_narrow*PER_CM2:.4e} cm^-2")
print(f"  neutral density, state sum: {n_narrow*PER_CM2:.4e} cm^-2")
print(f"  ratio sum/formula: {narrow_ratio:.4f}")
print(f"  ratio to first order: {1-first_deficit:.4f}")
print(f"Dirac/parabolic n_i factor, quadrature: {dirac_factor:.5f}")
print(f"1 + 2kT/gap: {1+2*kT/gap:.5f}")
print("tests ok")
```

Output:

```
temperature: 300 K; kT = 0.025852 eV
gap: 1.00 eV; gap/kT = 38.6817
electron masses x, y: 0.2, 0.8 m_e; g_c = 4
hole masses x, y: 0.6, 0.6 m_e; g_v = 2
density-of-states masses c, v: 0.4000, 0.6000 m_e
hbar^2/m_e: 0.076200 eV nm^2
density of states c: 3.3419e+14 per eV cm^2
density of states v: 2.5064e+14 per eV cm^2
N_c: 8.6394e+12 cm^-2
N_v: 6.4795e+12 cm^-2
sqrt(N_c N_v): 7.4819e+12 cm^-2
exp(-gap/2kT): 3.9845e-09
n_i, formula: 2.9811e+04 cm^-2
n_i, formula: 8.3480e-13 bohr^-2
neutral density, state sum: 2.9811e+04 cm^-2
n_i^2: 8.8872e+08 cm^-4
mean electrons in 1 square micrometre: 2.9811e-04
mu_i above midgap, formula: -3.7186 meV
mu_i above midgap, state sum: -3.7186 meV
state-sum box side: 100 nm
largest relative error, log formulas: 3.6e-14
largest relative error, exact law: 3.0e-13
donors (cm^-2), mu-midgap (eV), n/N_c, p (cm^-2), np/n_i^2, bound
  1e+10  0.3252  0.00116  8.8820e-02  0.99942  0.00058
  1e+11  0.3849  0.01157  8.8358e-03  0.99422  0.00579
  1e+12  0.4458  0.11575  8.3827e-04  0.94324  0.05787
  1e+13  0.5202  1.15749  4.7145e-05  0.53049  0.57875
  3e+13  0.5890  3.47248  3.2953e-06  0.11124  1.73624
(bound = upper bound on 1 - np/n_i^2)
weak donors, 1.5 n_i: 4.4717e+04 cm^-2
  n: 5.9623e+04 cm^-2; p: 1.4906e+04 cm^-2
activation energy, state sum: 0.52585 eV
gap/2 + kT: 0.52585 eV
gap reduction by environment: 0.10 eV
  neutral density rises by factor: 6.9177
  new neutral density: 2.0623e+05 cm^-2
narrow gap: 0.10 eV
  n_i, formula: 1.0816e+12 cm^-2
  neutral density, state sum: 1.0095e+12 cm^-2
  ratio sum/formula: 0.9334
  ratio to first order: 0.9270
Dirac/parabolic n_i factor, quadrature: 1.05170
1 + 2kT/gap: 1.05170
tests ok
```
